# A compact island with straight arms and an apparent dimension near 1.7: test program

```python
"""
Result under test: a compact disc (radius R0) with n straight radial arms
(width w = pi*R0/n) shows an apparent mass-radius dimension
    D = 1 + 3 t^2 - 2 t^3,   t = ln(R0/r1) / ln(r2/r1),
when ln M is fitted against ln r evenly in ln r over r1 < r < r2.
M(r) = island area within distance r of the disc centre.
The island is not fractal: its area dimension is 2, its edge dimension 1.
Lengths are in nm, areas in nm^2.
"""
import numpy as np
from scipy.integrate import quad


def island_area(r, disc_radius, width, arms):
    """Exact area within r of the centre, for arms that extend beyond r."""
    r = np.asarray(r, dtype=float)
    h = width / 2

    def strip(rho):
        return rho**2 * np.arcsin(h / rho) + h * np.sqrt(rho**2 - h**2)

    outer = np.maximum(r, disc_radius)
    inner = np.minimum(r, disc_radius)
    return np.pi * inner**2 + arms * (strip(outer) - strip(disc_radius))


def local_slope(r, disc_radius, width, arms):
    """d ln M / d ln r from the arc length covered at radius r."""
    if r < disc_radius:
        return 2.0
    arc = arms * 2 * r * np.arcsin(width / (2 * r))
    return r * arc / float(island_area(r, disc_radius, width, arms))


def inside_island(x, y, disc_radius, width, arms, tip):
    """Membership from the definition of the shape."""
    rr = x**2 + y**2
    member = rr <= disc_radius**2
    for k in range(arms):
        c, s = np.cos(2 * np.pi * k / arms), np.sin(2 * np.pi * k / arms)
        member |= ((x * c + y * s >= 0) & (np.abs(y * c - x * s) <= width / 2)
                   & (rr <= tip**2))
    return member


def log_radii(a, b, count=20000):
    return a * (b / a) ** ((np.arange(count) + 0.5) / count)


def line_fit(r, mass):
    """Least-squares slope, rms residual and R^2 of ln M against ln r."""
    u, v = np.log(r), np.log(mass)
    slope, offset = np.polyfit(u, v, 1)
    res = v - slope * u - offset
    return slope, np.sqrt(np.mean(res**2)), 1 - np.mean(res**2) / np.var(v)


# ---- closed forms for the ideal law, against direct regression ----
for t in (0.3, 0.64, 0.8):
    for ratio in (3.0, 10.0, 100.0):
        r = log_radii(1.0, ratio)
        R = ratio**t
        mass = np.where(r < R, np.pi * r**2, np.pi * R * r)
        slope, rms, r2_value = line_fit(r, mass)
        q = 1 - t
        D_formula = 1 + 3 * t**2 - 2 * t**3
        assert abs(slope - D_formula) < 1e-4
        assert abs(rms - np.log(ratio) * np.sqrt((q * t)**3 / 3)) < 1e-4
        assert abs(r2_value - D_formula**2 / (D_formula**2 + 4 * (q * t)**3)) < 1e-4

# ---- design ----
target, r1, r2, n, tip = 1.70, 2.0, 20.0, 6, 24.0
span = np.log(r2 / r1)
t_design = 0.5 - np.sin(np.arcsin(3 - 2 * target) / 3)
roots = np.roots([-2, 3, 0, 1 - target])
assert np.min(np.abs(roots - t_design)) < 1e-9
R_design = r1 * np.exp(t_design * span)
R0 = round(float(R_design), 1)
w_design = np.pi * R0 / n
w = round(float(w_design), 1)
half_angle = np.arcsin(w / (2 * R0))
assert half_angle < np.pi / n

print(f"target dimension {target:.2f}; window {r1:.1f} to {r2:.1f} nm; arms {n}; arm tips at {tip:.1f} nm")
print(f"log length of window = {span:.4f}; design t = {t_design:.4f}")
print(f"design R0 = {R_design:.3f} nm, rounded to {R0:.1f} nm")
print(f"design w = {w_design:.3f} nm, rounded to {w:.1f} nm")
print(f"arm half-angle at rim = {np.degrees(half_angle):.2f} deg; overlap limit = {180 / n:.2f} deg")

# ---- exact area against a pixel image of the shape ----
pixel, side = 0.025, 2048
axis = (np.arange(side) + 0.5 - side / 2) * pixel
X, Y = np.meshgrid(axis, axis)
image = inside_island(X, Y, R0, w, n, tip)
distance2 = X**2 + Y**2
worst = 0.0
for r in (2.0, 6.0, 9.5, 13.0, 20.0, 24.0):
    counted = np.count_nonzero(image & (distance2 <= r**2)) * pixel**2
    worst = max(worst, abs(counted / float(island_area(r, R0, w, n)) - 1))
assert worst < 3e-3
print(f"largest relative gap, exact area against pixel image = {worst:.1e}")

# ---- local slopes ----
rim = 2 * n * half_angle / np.pi
eps = 1e-6
rim_numeric = np.log(island_area(R0 * (1 + eps), R0, w, n)
                     / island_area(R0, R0, w, n)) / np.log(1 + eps)
assert abs(rim - rim_numeric) < 1e-4
for s0 in (0.5, 1.0, 1.6):
    thin_w = s0 * np.pi * R0 / 400      # 400 very thin arms: thin-arm limit
    for x in (1.2, 2.0, 5.0):
        a = island_area(x * R0 * (1 - 1e-5), R0, thin_w, 400)
        b = island_area(x * R0 * (1 + 1e-5), R0, thin_w, 400)
        numeric = np.log(b / a) / np.log((1 + 1e-5) / (1 - 1e-5))
        assert abs(numeric - s0 * x / (1 + s0 * (x - 1))) < 1e-3
far = np.log(island_area(2e4 * R0, R0, w, n) / island_area(1e4 * R0, R0, w, n)) / np.log(2)
assert abs(far - 1) < 1e-3
print(f"s0 = n w/(pi R0) = {n * w / (np.pi * R0):.4f}; exact slope just outside rim = {rim:.4f}")
print(f"local slope at {r2:.0f} nm = {local_slope(r2, R0, w, n):.4f}")

# ---- apparent dimension of the exact island ----
r = log_radii(r1, r2)
D, rms, r_squared = line_fit(r, island_area(r, R0, w, n))
u1, u2, uk = np.log(r1), np.log(r2), np.log(R0)


def weighted(u):
    return local_slope(np.exp(u), R0, w, n) * (u - u1) * (u2 - u)


D_weighted = 6 / span**3 * (quad(weighted, u1, uk)[0] + quad(weighted, uk, u2)[0])
assert abs(D - D_weighted) < 1e-4
t_used = (uk - u1) / span
D_ideal = 1 + 3 * t_used**2 - 2 * t_used**3
assert abs(D - D_ideal) < 0.02 and abs(D - target) < 0.03
print(f"t for rounded R0 = {t_used:.4f}; ideal formula D = {D_ideal:.4f}")
print(f"exact island: fitted D = {D:.4f}; weighted-slope integral = {D_weighted:.4f}")
print(f"rms residual in ln M = {rms:.4f}; R^2 = {r_squared:.4f}")
qt3 = (t_used * (1 - t_used))**3
print(f"ideal formulas: rms residual = {span * np.sqrt(qt3 / 3):.4f}; R^2 = {D_ideal**2 / (D_ideal**2 + 4 * qt3):.4f}")

table_r = np.geomspace(r1, r2, 7)
table_m = island_area(table_r, R0, w, n)
print("table: r (nm), M (nm^2), ln r, ln M")
for a, b in zip(table_r, table_m):
    print(f"  {a:7.3f} {b:9.3f} {np.log(a):8.4f} {np.log(b):8.4f}")
print(f"fit to the seven table points: D = {line_fit(table_r, table_m)[0]:.4f}")
linear_r = np.linspace(r1, r2, 20001)
D_linear = line_fit(linear_r, island_area(linear_r, R0, w, n))[0]
print(f"fit with radii evenly spaced in r: D = {D_linear:.4f}")
for arms in (3, 4, 6, 8):
    width = np.pi * R0 / arms
    assert np.arcsin(width / (2 * R0)) < np.pi / arms
    D_arms = line_fit(r, island_area(r, R0, width, arms))[0]
    assert abs(D_arms - target) < 0.05
    print(f"{arms} arms of width {width:.3f} nm: D = {D_arms:.4f}")

# ---- moved windows, with a true fractal as control ----
def two_point(a, b, mass_a, mass_b):
    return np.log(mass_b / mass_a) / np.log(b / a)


first = two_point(2, 6, island_area(2, R0, w, n), island_area(6, R0, w, n))
last = two_point(8, 24, island_area(8, R0, w, n), island_area(24, R0, w, n))
assert first - last > 0.7
print(f"island, two-point slope 2 to 6 nm = {first:.4f}; 8 to 24 nm = {last:.4f}")
steps = np.concatenate(([0], np.exp(1j * np.pi * np.arange(6) / 3)))
flake = np.array([0j])
for level in range(6):
    flake = (flake[:, None] + 3**level * steps[None, :]).ravel()
flake_r = np.sort(np.abs(flake))
radii = 10.5 * 3.0**np.arange(4)
flake_m = np.searchsorted(flake_r, radii)
flake_slopes = np.log(flake_m[1:] / flake_m[:-1]) / np.log(3)
flake_dim = np.log(7) / np.log(3)
assert np.max(np.abs(flake_slopes - flake_dim)) < 0.15
print(f"hexaflake dimension = {flake_dim:.4f}; slopes in three successive factor-3 windows = "
      + ", ".join(f"{s:.4f}" for s in flake_slopes))

# ---- box counting ----
def boxes(k):
    blocks = image.reshape(side // k, k, side // k, k)
    touched = blocks.any(axis=(1, 3))
    return touched.sum(), (touched & ~blocks.all(axis=(1, 3))).sum()


fine = np.log2(boxes(4)[0] / boxes(8)[0])
coarse = np.log2(boxes(128)[0] / boxes(256)[0])
edge = np.log2(boxes(16)[1] / boxes(32)[1])
assert abs(fine - 2) < 0.05 and abs(edge - 1) < 0.1
print(f"box dimension of island, boxes {4 * pixel:.1f} and {8 * pixel:.1f} nm = {fine:.4f}")
print(f"same with boxes {128 * pixel:.1f} and {256 * pixel:.1f} nm = {coarse:.4f}")
print(f"box dimension of edge, boxes {16 * pixel:.1f} and {32 * pixel:.1f} nm = {edge:.4f}")

# ---- neglected effects, sized for this island ----
spacing = 0.28
I, J = np.meshgrid(np.arange(-160, 161), np.arange(-160, 161))
ax = spacing * (I + J / 2).ravel()
ay = spacing * (np.sqrt(3) / 2 * J).ravel()
keep = inside_island(ax, ay, R0, w, n, tip)
ax, ay = ax[keep], ay[keep]


def atom_dimension(shift):
    d = np.sort(np.hypot(ax - shift, ay))
    return line_fit(r, np.searchsorted(d, r, side="right"))[0]


D_atoms, D_shifted = atom_dimension(0.0), atom_dimension(1.0)
assert abs(D_atoms - D) < 0.03
blur = 0.5
D_blur = line_fit(r, island_area(r, R0 + blur, w + 2 * blur, n))[0]
D_eroded = line_fit(r, island_area(r, R0 - spacing, w - 2 * spacing, n))[0]
print(f"atomic spacing (rough) = {spacing:.2f} nm; atoms in island = {len(ax)}")
print(f"counting atoms: D = {D_atoms:.4f}, change {D_atoms - D:+.4f}")
print(f"atoms, centre misplaced by 1.0 nm along an arm: D = {D_shifted:.4f}, change {D_shifted - D_atoms:+.4f}")
print(f"every edge broadened by {blur:.1f} nm: D = {D_blur:.4f}, change {D_blur - D:+.4f}")
print(f"every edge eroded by {spacing:.2f} nm: D = {D_eroded:.4f}, change {D_eroded - D:+.4f}")

print("finished without a failed check")
```

Printed output:

```
target dimension 1.70; window 2.0 to 20.0 nm; arms 6; arm tips at 24.0 nm
log length of window = 2.3026; design t = 0.6367
design R0 = 8.665 nm, rounded to 8.7 nm
design w = 4.555 nm, rounded to 4.6 nm
arm half-angle at rim = 15.33 deg; overlap limit = 30.00 deg
largest relative gap, exact area against pixel image = 9.0e-05
s0 = n w/(pi R0) = 1.0098; exact slope just outside rim = 1.0220
local slope at 20 nm = 1.0035
t for rounded R0 = 0.6385; ideal formula D = 1.7024
exact island: fitted D = 1.7061; weighted-slope integral = 1.7061
rms residual in ln M = 0.1458; R^2 = 0.9837
ideal formulas: rms residual = 0.1474; R^2 = 0.9833
table: r (nm), M (nm^2), ln r, ln M
    2.000    12.566   0.6931   2.5310
    2.936    27.073   1.0769   3.2986
    4.309    58.328   1.4607   4.0661
    6.325   125.664   1.8444   4.8336
    9.283   254.064   2.2282   5.5376
   13.626   374.774   2.6120   5.9263
   20.000   551.275   2.9957   6.3122
fit to the seven table points: D = 1.6817
fit with radii evenly spaced in r: D = 1.5726
3 arms of width 9.111 nm: D = 1.7088
4 arms of width 6.833 nm: D = 1.7059
6 arms of width 4.555 nm: D = 1.7039
8 arms of width 3.416 nm: D = 1.7033
island, two-point slope 2 to 6 nm = 2.0000; 8 to 24 nm = 1.0845
hexaflake dimension = 1.7712; slopes in three successive factor-3 windows = 1.7905, 1.7703, 1.7709
box dimension of island, boxes 0.1 and 0.2 nm = 1.9616
same with boxes 3.2 and 6.4 nm = 1.2955
box dimension of edge, boxes 0.4 and 0.8 nm = 0.9516
atomic spacing (rough) = 0.28 nm; atoms in island = 9745
counting atoms: D = 1.7052, change -0.0009
atoms, centre misplaced by 1.0 nm along an arm: D = 1.7038, change -0.0015
every edge broadened by 0.5 nm: D = 1.7697, change +0.0635
every edge eroded by 0.28 nm: D = 1.6636, change -0.0426
finished without a failed check
```
